# Zero-Bias Permittivity Alone Does Not Rank DRAM Films by Stored Charge

**The argument under review**

The manuscript compares two dielectric films for a DRAM capacitor, both 5 nm thick and of equal area. A small ac signal at zero bias gives a relative permittivity of 52 for film A and 40 for film B. The argument then runs: capacitance is proportional to permittivity, charge is capacitance times voltage, and so film A stores 30 % more charge in the memory cell.

The measurement is not in dispute. The manuscript also reports that the permittivity of A falls under bias while that of B hardly changes, but it treats this as a matter of linearity, irrelevant to storage. My comment concerns that last judgement.

**What the small-signal measurement determines**

A small-signal capacitance is a derivative, $C(V)=dQ/dV$. The stored charge is its integral. For a uniform field $E=V/d$ in a film of thickness $d$, the charge per area is

$$D(E)=\varepsilon_0\int_0^E \kappa(E')\,dE'=\varepsilon_0\langle\kappa\rangle E ,$$

where $\kappa$ includes the vacuum contribution and $\langle\kappa\rangle$ is its average from zero to the operating field. The product $C(0)V$ equals the charge if $\kappa$ is constant. At equal thickness, area and voltage, the films are ranked by $\langle\kappa\rangle$, and $\kappa(0)$ is one point of the curve being averaged.

This assumes that the charge is a single-valued function of voltage. In a hysteretic film, irreversible switching adds charge that a small ac signal does not register, and the integral of the small-signal curve is then not the whole charge.

The voltage range also needs stating. I take the capacitor plate to be held at $V_{DD}/2$ while the storage node is written to 0 or $V_{DD}$. The capacitor then sees $\pm V_{DD}/2$, and for a symmetric film the two states differ by $2D$, with $D$ taken at $V=V_{DD}/2$.

**A model for the tunable film**

The question needs a definite $\kappa(E)$. Let film A contain a linear background $\kappa_b$ and $n$ independent dipoles per volume, each pointing along or against the field with moment $\pm p$. Their Boltzmann weights are $e^{\pm pE/k_BT}$, so the mean moment is

$$p\,\frac{e^{pE/k_BT}-e^{-pE/k_BT}}{e^{pE/k_BT}+e^{-pE/k_BT}}=p\tanh\frac{pE}{k_BT}.$$

With $P_s=np$ and $E_s=k_BT/p$,

$$D_A=\varepsilon_0\kappa_bE+P_s\tanh(E/E_s).$$

Differentiating and dividing by $\varepsilon_0$ gives

$$\kappa_A(E)=\kappa_b+\Delta\,\mathrm{sech}^2(E/E_s),\qquad \Delta=\frac{P_s}{\varepsilon_0E_s}.$$

The zero-bias value is $\kappa_b+\Delta$. Dividing $D_A$ by $\varepsilon_0E$ instead, and writing $x=E/E_s$, gives the average:

$$\langle\kappa_A\rangle=\kappa_b+\Delta\,\frac{\tanh x}{x}.$$

Film B is taken as linear, $D_B=\varepsilon_0\kappa_BE$, the limit of weak tunability. Its permittivity lies between the background and the peak of A: $\kappa_b<\kappa_B<\kappa_b+\Delta$.

**Where the ranking changes**

Define $r=(\kappa_B-\kappa_b)/\Delta$, which lies between 0 and 1. Subtracting the two charges,

$$D_A-D_B=\varepsilon_0E\,\Delta\left(\frac{\tanh x}{x}-r\right).$$

The sign depends on whether $\tanh x/x$ exceeds $r$. Its derivative is

$$\frac{d}{dx}\frac{\tanh x}{x}=\frac{x\,\mathrm{sech}^2x-\tanh x}{x^2}=-\frac{\tfrac12\sinh 2x-x}{x^2\cosh^2x},$$

where the second form uses $\tanh x\cosh^2x=\sinh x\cosh x=\tfrac12\sinh2x$. Since $\sinh2x>2x$ for $x>0$, the derivative is negative. The function therefore falls steadily from 1 at $x=0$ towards 0 at large $x$, and it equals $r$ at one point $x_*$. Film A stores more charge below $E_*=x_*E_s$ and less above it.

The small-signal curves cross earlier. Setting $\kappa_A=\kappa_B$ gives $\mathrm{sech}^2x_c=r$, or

$$x_c=\mathrm{arcosh}\frac{1}{\sqrt r}.$$

The inequality just used also says $\mathrm{sech}^2x<\tanh x/x$. At $x_c$ the average is thus still above the crossing value, so $x_c<x_*$. Between the two points A has the lower differential permittivity but keeps the larger charge, because it is still spending the lead it gained near zero bias.

Two limits help in reading the result. For $x\ll1$, $\tanh x/x\approx1-x^2/3$, and the manuscript's ranking holds. For $x\gg1$ the dipoles are saturated, and

$$D_A-D_B\approx P_s-\varepsilon_0(\kappa_B-\kappa_b)E .$$

The peak has delivered a fixed charge $P_s$, while B gains on A in proportion to the field. Setting this expression to zero gives $x_*\approx1/r$, an overestimate because $\tanh x<1$. If $\kappa_B\le\kappa_b$, there is no crossover and A stores more at every voltage.

**The two films at the operating voltage**

Take $\kappa_b=28$, $\Delta=24$, $E_s=0.4$ MV/cm at 300 K, and $\kappa_B=40$. With $V_{DD}=1.1$ V the capacitor voltage is 0.55 V, so $E=1.1$ MV/cm and $x=2.75$. In these units $\varepsilon_0=0.08854$ µC/cm² per MV/cm, and

$$P_s=0.08854\times24\times0.4=0.850\ \text{µC/cm}^2 .$$

The charges are

$$D_A=0.08854\times28\times1.1+0.850\tanh2.75=3.57\ \text{µC/cm}^2,$$

$$D_B=0.08854\times40\times1.1=3.90\ \text{µC/cm}^2 .$$

Film A stores 8.4 % less than film B, not 30 % more. Its average permittivity over the window is 36.7. The estimate $C(0)V$ gives 5.065 µC/cm², 42 % above the true charge of A. Using the capacitance at the operating point fails the other way: $C(V)V$ gives 2.765 µC/cm², 23 % too low.

Here $r=12/24=0.5$, so $x_c=0.881$ and $x_*=1.915$; the saturated estimate $1/r=2$ is 4 % high. The permittivities cross at 0.176 V and the charges at 0.383 V. At 0.25 V, between these values, A still leads with 1.96 against 1.77 µC/cm². The manuscript's ranking would be right for a cell operated there.

**Peak height and peak area**

Because $\tanh x<1$, the charge of A obeys

$$D_A<\varepsilon_0\kappa_bE+P_s .$$

If $P_s\le\varepsilon_0(\kappa_B-\kappa_b)E$, film A must store less than B, however high its peak. For this example the threshold is $0.08854\times12\times1.1=1.17$ µC/cm², and $P_s=0.85$ µC/cm² lies below it. Making the peak ten times narrower at fixed $P_s$ raises the zero-bias permittivity from 52 to 268, yet the charge rises only from 3.570 to 3.577 µC/cm². What counts is the area under the peak within the voltage window.

The opposite conclusion, that a high peak is harmful, would be equally wrong. Hold the peak height $\Delta$ fixed and widen the peak, so that $P_s$ grows in proportion to $E_s$. Film A stores more once $E/E_s<x_*$, that is, for

$$E_s>\frac{1.1}{1.915}=0.574\ \text{MV/cm}.$$

The authors must therefore measure the width and shape of the peak as well as its height.

**The read signal**

The manuscript also equates stored charge with signal. Let the bitline, of capacitance $C_{BL}$, be precharged to the plate potential $V_{DD}/2$ and then connected to the cell. If both settle at a deviation $v$ from that potential, charge conservation gives

$$C_{BL}v+Q(v)=Q(V).$$

The term $Q(v)$ is charge that stays in the cell. Since $v$ is small, it is governed by the capacitance near zero bias, where A is largest.

To compare the films, let $G=Q_A-Q_B$. The left side of the equation for A increases with $v$, so $v_A<v_B$ if and only if inserting $v_B$ makes it exceed $Q_A(V)$:

$$C_{BL}v_B+Q_A(v_B)>Q_A(V).$$

Replacing $C_{BL}v_B$ by $Q_B(V)-Q_B(v_B)$ turns this into $G(v_B)>G(V)$. Now $G$ rises up to the permittivity crossover $V_c$ and falls afterwards, and $v_B$ is a fixed fraction of $V$ because B is linear.

- For $V\le V_c$, $G(v_B)<G(V)$, and A gives the larger signal.
- For $V>V_c$ with $v_B<V_c$, raising $V$ lowers $G(V)$ and raises $G(v_B)$, so the order can change only once.
- For $v_B\ge V_c$, both points lie on the falling branch, and A gives the smaller signal.

At the charge crossover $V_*$, $G(V)=0$ while $G(v_B)>0$, so the change has already happened. The signal crossover lies between $V_c$ and $V_*$.

For a cell area of 0.15 µm² and $C_{BL}=40$ fF it lies at 0.304 V. Between 0.304 and 0.383 V, film A stores more charge and still gives the smaller signal. At 0.55 V the signals are 100.4 mV for A and 115.4 mV for B, a deficit of 13 % relative to B. The arithmetic shows its two parts: A starts with $5.844-5.355=0.489$ fC less and retains $1.338-1.226=0.112$ fC more. The sum, 0.601 fC, divided by 40 fF is the 15 mV difference.

**How far this carries over to real capacitors**

Permittivities of roughly 30 to 50, films of about 5 nm and a supply near 1.1 V are in the regime of hafnia- and zirconia-based DRAM capacitors. The cell area was chosen to give about 10 fF. The width $E_s$, the background $\kappa_b$ and the $\mathrm{sech}^2$ shape are assumptions, not measured properties of a named film, and the ranking depends on all three. The two-state model is a convenient saturating curve, not a microscopic account: it implies moments of 0.65 e·nm about 2.3 nm apart, whose interactions it ignores. With $E_s$ and the zero-bias permittivity of 52 unchanged, a background above about 33 would already let A store more charge at 0.55 V. A peak with a slower tail can do the same. Take the Landau form $\kappa=\kappa_b+\Delta/(1+y^2)$ with $y+y^3/3=E/E_s$, which has the same height and zero-bias curvature. At $x=2.75$, $y=1.54$ and $\langle\kappa\rangle=28+24\,y/x=41.4$, so A stores about 3.6 % more than B: still far from 30 %, but the order is reversed. The 8.4 % deficit and the ceiling set by $P_s$ belong to the saturating model. Strongly ferroelectric hafnia films have remanent polarizations of roughly 10 to 20 µC/cm², far above the $P_s$ used here. The bound above would not exclude such a film, and its switching needs a hysteretic treatment.

Of the corrections estimated here, a series interface layer matters most. Both layers carry the same $D$, so a layer of thickness $d_i$ and permittivity $\kappa_i$ adds a voltage $d_iD/(\varepsilon_0\kappa_i)$. With 0.5 nm and $\kappa_i=20$ on top of the 5 nm film, the charges become 3.12 and 3.25 µC/cm². The deficit of A shrinks to 3.8 %, and the charge crossover moves to 0.460 V. This shift is proportional to $d_i$, so about 1.1 nm of such a layer would bring the crossover to 0.55 V and cancel B's lead in stored charge. B would still give the larger read signal there, because A retains more charge in the cell.

The other estimates leave the order unchanged:

- If the permittivity of B falls quadratically with field, by 5 % at the edge of the window, its average falls by a third of that, and its charge is 3.83 µC/cm². A fall of 25 % would be needed for equality.
- In a coaxial capacitor with an inner radius of 15 nm, the charge ratio A/B stays at 0.916.
- At 85 °C, with $P_s$ and $\kappa_b$ held fixed and $E_s\propto T$, the zero-bias permittivity of A drops to 48.1, but its charge only to 3.56 µC/cm².
- Direct tunnelling through an assumed 1.8 eV barrier with mass $0.3\,m_e$, held at its initial rate for 64 ms, removes about 0.01 µC/cm². This holds only for the assumed inputs, since the current depends exponentially on both: a 1.5 eV barrier raises it about thirtyfold, to the size of the 0.33 µC/cm² gap, and a mass of $0.2\,m_e$ several hundredfold.

Trap-assisted leakage is not modelled. If B leaked about $5\times10^{-6}$ A/cm² more than A throughout the 64 ms, its lead in stored charge would be gone. The operating field is about a quarter of a rough breakdown field of 4 MV/cm.

**Requested revision**

The claim of 30 % more charge should be withdrawn. The authors should integrate the measured $C(V)$ of both films over the actual cell voltage, and check the result against a direct charge measurement, which would also reveal any switching charge. If signal is the figure of merit, the charge-sharing equation should be solved with the full $Q(V)$ of each film, measured on the time scale of a write and a read. For a hysteretic film, this must be the branch the cell actually follows. Apart from the Landau comparison, the dipole spacing and the tunnelling sensitivity, the computed values quoted in this comment are listed in the numerical output below or follow from it by simple arithmetic.

## Calculated quantities

```
Inputs: d = 5.0 nm, VDD = 1.1 V, area = 0.15 um2, bitline = 40.0 fF, T = 300.0 K
Film A: kb = 28.0, delta = 24.0, Es = 0.4 MV/cm; film B: kB = 40.0
Film A zero-bias permittivity = 52.0
Film A saturating polarization Ps = 0.850 uC/cm2
Film A dipole moment kT/Es = 0.646 e nm
eps0 = 0.08854 uC/cm2 per MV/cm
Operating voltage = 0.550 V, field = 1.100 MV/cm, x = E/Es = 2.750
Film A permittivity at operating field = 28.39
Film A mean permittivity over window = 36.66
Charge at operating voltage: A = 3.570, B = 3.896 uC/cm2
Charge ratio A/B = 0.9164, gap = 0.326 uC/cm2
Swing between 1 and 0: A = 7.140, B = 7.792 uC/cm2
Cell charge: A = 5.355, B = 5.844 fC
Film A by C(0)V = 5.065, by C(V)V = 2.765 uC/cm2
Charge at 0.25 V: A = 1.961, B = 1.771 uC/cm2
Ratio r = 0.500, x_c = 0.8814, x_star = 1.9150
Permittivity crossover: 0.353 MV/cm, 0.176 V
Charge crossover: 0.766 MV/cm, 0.383 V
Read-signal crossover: 0.304 V
Read signal: A = 100.4, B = 115.4 mV, ratio = 0.8700
Charge left in cell after read: A = 1.338, B = 1.226 fC
Ceiling of film A charge = 3.577 uC/cm2
Ps below which A must lose = 1.169 uC/cm2
Same Ps, Es = 0.04 MV/cm: zero-bias permittivity = 268, charge = 3.577 uC/cm2
Es above which A wins (same delta) = 0.574 MV/cm
B tunable by 5 % at edge: charge = 3.831 uC/cm2
B edge drop that would equalize charge = 25.1 %
Interface layer 0.5 nm, permittivity 20.0: A = 3.123, B = 3.247 uC/cm2
Charge crossover with interface layer = 0.460 V
Coaxial, inner radius 15.0 nm, charge on inner electrode: A = 4.135, B = 4.514 uC/cm2, ratio = 0.9161
At 358.15 K: A zero-bias permittivity = 48.1, charge = 3.560 uC/cm2
Tunnelling inputs: barrier 1.8 eV, mass 0.3 m_e, refresh 64 ms
Direct tunnelling current = 1.4e-07 A/cm2, loss per refresh = 9.3e-03 uC/cm2
Leakage that would remove the A-B gap = 5.1e-06 A/cm2
Operating field / rough breakdown field (4.0 MV/cm) = 0.275
```
